# Counting shortest-path rings in periodic oxide networks without wrapping errors

## Symmetry and the form of the count

A ring count depends on which atoms are linked and on no length, so it is a pure number. In ideal beta-cristobalite the silicon atoms occupy the sites of the diamond structure, with one oxygen midway between each pair of neighbours. All silicons are equivalent, and the site symmetry permutes the four bridges of a silicon in every possible way. A ring passing through a silicon uses two of its bridges. There are $\binom42=6$ such pairs, and symmetry gives each the same number $k_L$ of rings of size $L$. The number of rings through a silicon is therefore

$$R_L=6k_L .$$

A second symmetry constrains the algorithm. The repeating cell is a choice of description, so $R_L$ must not change when the cell is doubled or reduced. A count that changes has an error due to the cell.

## Network and ring

Each silicon is a node and each oxygen joining two silicons is an edge, called a bridge. We assume that every oxygen has exactly two silicon neighbours and that no two tetrahedra share an edge. The size $L$ counts silicons; with the oxygens included, the ring has $2L$ atoms.

A node is written $(i,S)$, where $i$ labels a silicon in the cell and $S$ is a vector of three integers naming the copy of the cell. If an oxygen touches $(i,S)$ and $(j,T)$, the bridge from $i$ to $j$ carries the translation $t=T-S$, and the reverse bridge carries $-t$. A walk starting at $(i,S)$ ends at $S$ plus the sum of its translations. It is closed only if it returns to the same $i$ and this sum is zero. A walk from an atom to its periodic image is open.

Let $d(u,v)$ be the smallest number of bridges between nodes $u$ and $v$ of this infinite network. A shortest-path ring is a cycle of $L\ge3$ distinct nodes in which $d(u,v)$ equals the distance along the cycle, taken the shorter way round, for every pair. A pair for which $d$ is smaller has a shortcut.

**Opposite nodes suffice.** Let $m=\lfloor L/2\rfloor$, the largest distance along the ring. Suppose $u$ and $v$ are $k<m$ apart on the ring but $d(u,v)<k$. Continue from $u$ through $v$ to the node $x$ that is $m$ steps from $u$. Then

$$d(u,x)\le d(u,v)+d(v,x)<k+(m-k)=m .$$

The pair $(u,x)$ also has a shortcut, so testing the pairs $m$ apart detects every shortcut.

## Algorithm

1. From each $(i,0)$, search outward bridge by bridge to depth $\lfloor L_{\max}/2\rfloor$. Store each distance and all predecessors on shortest paths.
2. For $L=2m$, join two different shortest paths from the root to one node at distance $m$.
3. For $L=2m+1$, join shortest paths to two adjacent nodes, both at distance $m$.
4. Accept the candidate if its $L$ nodes are distinct and all pairs $m$ apart on it have $d=m$. Translation symmetry supplies the distances:

$$d\big((i,S),(j,T)\big)=d\big((i,0),(j,T-S)\big).$$

No ring is missed, because both arcs from the root to the far side of a shortest-path ring are themselves shortest paths. None is repeated, because the far node or far bridge is unique and the two paths are taken as an unordered pair. With at most four bridges per silicon there are at most $4\cdot3^{m-1}$ shortest paths of length $m$ from a root. At fixed $L_{\max}$ the work per root is thus bounded, and the total grows linearly with the number of silicons.

To obtain $N_L$, the number of rings per cell, rings differing by a lattice translation are counted once. A nonzero translation cannot map a finite ring onto itself, since repeating it would generate infinitely many nodes. If a ring visits images of atom $i$ a total of $n_i$ times, exactly $n_i$ of its translates pass through $(i,0)$. Since $\sum_i n_i=L$,

$$\sum_iR_i(L)=L\,N_L,\qquad N_L=\frac1L\sum_iR_i(L).$$

## Error from merging periodic images

Suppose the translations are dropped, so that an atom and its images become one node. Let $d_q$ be distance in this merged network, and let $w$ be the smallest number of bridges from any atom to one of its own images. Take $w\ge3$, which excludes self-links and double links after merging.

Every path survives merging, so $d_q\le d$. Suppose $d_q<d(u,v)$. Unfolding the shorter merged path from $u$ leads to an image $v'\ne v$ of $v$, and hence

$$w\le d(v,v')\le d(u,v)+d_q<2d(u,v).$$

A distance can be wrong only if it exceeds $w/2$. This gives three results.

**Sizes below $w$ are counted correctly.** In a true ring with $L\le w$ all distances are at most $w/2$, so they survive merging, and no two of its nodes are images of each other. The ring is retained. Conversely, a merged ring with $L<w$ unfolds into a walk too short to reach an image. It closes in the infinite network. There $d\ge d_q$, while $d$ cannot exceed the distance along the ring, so it is a true ring.

**False rings appear at $L=w$.** Take a closed merged walk of length $w$ with total translation $T\ne0$. Suppose two of its nodes, $k\le w/2$ apart along it, were joined by a shortcut of length $s<k$; the case $s=0$ is a repeated atom. Let the two arcs carry translations $\alpha$ and $\beta$, with $\alpha+\beta=T$, and the shortcut $\sigma$. The first arc closed by the reversed shortcut has translation $\alpha-\sigma$ and length $k+s<w$. The shortcut followed by the second arc has translation $\sigma+\beta$ and length $s+w-k<w$. The translations add to $T\ne0$, so at least one is nonzero. That walk would reach an image in fewer than $w$ bridges, contrary to the definition of $w$. The wrapping walk therefore passes as a shortest-path ring.

**Above $w$ true rings can also be lost,** because shortcuts through the boundary reduce $d_q$. Discarding rings with nonzero total translation would remove false rings but would not restore lost ones. Distances, too, must be taken in the infinite network.

## Why cristobalite has twelve six-rings

Let $a$ be the cubic lattice constant and define

$$\begin{aligned}
e_1&=\tfrac a4(1,1,1), & e_2&=\tfrac a4(1,-1,-1),\\
e_3&=\tfrac a4(-1,1,-1), & e_4&=\tfrac a4(-1,-1,1).
\end{aligned}$$

Bridges lead from sublattice A to B by $+e_\mu$ and from B to A by $-e_\mu$, so the signs alternate along any walk. A displacement is $\sum_\mu n_\mu e_\mu$, where $n_\mu$ is the number of $+e_\mu$ steps minus the number of $-e_\mu$ steps. The sublattices of the end points fix $\sum_\mu n_\mu$ at $0$, $+1$ or $-1$. Up to a factor, the one linear relation among the vectors is $\sum_\mu e_\mu=0$. Using it adds the same integer $c$ to all four $n_\mu$ and changes their sum by $4c$, so the fixed sum requires $c=0$ and the $n_\mu$ are unique.

A walk needs at least $\sum_\mu|n_\mu|$ steps. This number is enough, because the required positive and negative steps can be placed alternately. Thus

$$d=\sum_\mu|n_\mu| .$$

A ring returns to its sublattice, so $L=2m$. Any $m$ consecutive steps form a shortest path and cannot contain both $+e_\mu$ and $-e_\mu$. Yet closure requires each $+e_\mu$ to be cancelled by some $-e_\mu$. Two such steps fewer than $m$ places apart would lie in a common stretch of $m$ steps, so they must be exactly $m$ places apart. Their signs differ only if $m$ is odd.

Now suppose a label occurred twice among $m$ consecutive steps, at places $p$ and $p+s$ with $0<s<m$. The signs would be equal, as just shown. The step at $p+m$ cancels the one at $p$, so it also cancels the one at $p+s$, from which it is only $m-s<m$ places away. This is forbidden. The $m$ labels are all different, so $m\le4$. Since $m$ is odd and $L\ge3$, only $m=3$ remains.

Conversely, any three different labels give the closed sequence

$$+e_\mu,\;-e_\nu,\;+e_\lambda,\;-e_\mu,\;+e_\nu,\;-e_\lambda .$$

Every three consecutive steps have different labels, so opposite nodes are at distance three and the sequence is a shortest-path ring. From an A silicon there are $4\cdot3\cdot2=24$ directed sequences. Each ring is traversed in two directions, hence

$$R_6=\frac{24}{2}=12,\qquad R_L=0\quad(L\ne6).$$

Inversion about a bridge centre gives the same result for B. For given first and last labels, $\nu$ has two choices, so $k_6=2$. A bridge belongs to three of the pairs at its silicon and therefore to $3\cdot2=6$ rings.

## Numerical validation

The translation-carrying algorithm gives twelve six-rings per silicon in cells of 2, 8 and 64 silicons. No other size occurs up to $L=12$ in the smallest cell or $L=10$ in the others. An exhaustive search of simple cycles in an open cluster, testing every pair of nodes, gives the same result up to $L=10$.

The merged error can be calculated for a cubic cell of side $pa$. Since $n_\mu$ is the projection of the displacement on $e_\mu$, suitably scaled, the lattice vector $pa(h,k,l)$ has

$$n=p\,(h+k+l,\;h-k-l,\;-h+k-l,\;-h-k+l).$$

The first two entries have absolute values summing to at least $2p|h|$, and so have the last two. The same holds for $k$ and $l$ with other pairings, so the distance is at least $4p\max(|h|,|k|,|l|)$. Hence $w=4p$. It is reached by the 6 vectors of type $(1,0,0)$, with $n=p(1,1,-1,-1)$ up to order, and the 12 of type $(1,1,0)$, with two entries $\pm2p$. Type $(1,1,1)$ needs $6p$.

For the first type, the $2p$ positive steps can be ordered in $\binom{2p}{p}$ ways, and so can the negative ones. For the second there is one ordering. Halving for direction gives the number of false rings per silicon at $L=w$:

$$F_p=\frac12\left[6\binom{2p}{p}^2+12\right]=3\binom{2p}{p}^2+6 .$$

For $p=1$ this is $3\cdot4+6=18$, and for $p=2$ it is $3\cdot36+6=114$. The merged counts show exactly these numbers, at $L=4$ and $L=8$. The 8-silicon cell also loses all its six-rings; the 64-silicon cell keeps all twelve, as $6<w=8$ requires.

## Disordered example

Disorder is introduced into the 64-silicon cell by bond switches. Around a bridge $b$–$c$, the bridges $a$–$b$ and $c$–$d$ are replaced by $a$–$c$ and $b$–$d$, so every silicon keeps four bridges. The crystal has $64\cdot12/6=128$ six-rings per cell. A single switch with $a$, $b$, $c$ and $d$ on a common six-ring leaves 118 and creates two five-rings and eight seven-rings; other choices of $a$ and $d$ can give different counts. After twelve switches the cell contains

| $L$ | 4 | 5 | 6 | 7 | 8 | 9 | 10 |
|---|---|---|---|---|---|---|---|
| rings | 2 | 12 | 54 | 50 | 13 | 2 | 3 |

The mean number of six-rings per silicon is $6\cdot54/64=5.06$, with individual values from 0 to 12. Larger rings than ten were not sought. Doubling the cell left the counts of each silicon unchanged. For four silicons with altered counts in each switched network, exhaustive search in an open block of $5^3$ cells agreed up to $L=10$.

Switching has reduced $w$ from 8 to 6. The merged count still agrees for $L<6$. At $L=6$ it gives 390 memberships, meaning ring–silicon incidences, instead of 324. The excess is $66/6=11$ false rings, an error of 20% relative to the true count. At $L=8$ it gives 1144 memberships instead of 104. The safe size must therefore be found from $w$ of the disordered network itself, not from the parent crystal.

Correct counting does not make a small cell representative. Two nodes of a ring are at most $L/2$ apart, so a ring can contain an atom and its image only if $L\ge2w$. Here $2w=12$, and the rings counted avoid this self-repetition. The sampling error remains, and one small network gives no reliable estimate of it.

## Physical errors and the silica interlayer

The example takes $a=0.72$ nm, a rough value for cristobalite. Its density, $8/a^3=2.14\times10^{22}$ silicons per cm³, is close to the rough $2.2\times10^{22}$ cm⁻³ of silica glass. Two six-rings per silicon give $4.29\times10^{22}$ cm⁻³.

**Bond detection.** A straight bridge has Si–O length $\sqrt3a/8=0.156$ nm, shorter than the rough real value of 0.16 nm. Moving the oxygen sideways by $\sqrt{0.16^2-0.1559^2}\approx0.036$ nm restores that length and bends the bridge to 154°. This angle is sensitive to the rounding of the inputs and is not a value for silica: a bond of 0.162 nm gives 148°, and $a=0.716$ nm with a bond of 0.161 nm gives 149°. With random sideways directions, the 0.20 nm cutoff found the same network; the next Si–O distance was 0.366 nm.

For thermal motion, treat one bond as an oscillator of reduced mass $M$ and frequency $\omega=\sqrt{K/M}$. Half its mean energy is potential, so $\tfrac12M\omega^2\langle x^2\rangle=\tfrac14\hbar\omega\coth(\hbar\omega/2k_BT)$ and

$$\langle x^2\rangle=\frac{\hbar}{2M\omega}\coth\frac{\hbar\omega}{2k_BT}.$$

A rough stiffness $K=400$ N/m at 1273 K gives an rms change of 0.007 nm. The margin $0.20-0.16=0.04$ nm is nearly six times larger. This estimate omits collective motion and does not cover broken bonds in a glass.

**Missing oxygen.** Removing one bridge destroys its six six-rings, or 36 memberships, and leaves 122 rings of that size. Three ten-rings appear, because deleting a bridge can remove a shortcut. At a rough density of $10^{19}$ cm⁻³, isolated vacancies lower the mean by $36\cdot10^{19}/(2.14\times10^{22})=0.017$, or 0.14% of twelve. If the two silicons bond directly and that bond is counted as an edge, the topology is unchanged.

**Finite thickness.** Adjacent (001) silicon layers are $a/4$ apart, and every bridge goes up or down one layer. Around a six-ring, the last three vertical steps reverse the first three. They could alternate throughout only if its three labels had equal vertical signs, but each sign belongs to just two labels. The steps are therefore three up and three down in cyclic order, and the ring spans four layers with one lowest silicon. Each silicon has one pair of upward bridges and, since $k_6=2$, is the lowest node of two rings.

In a film of $N\ge3$ layers with $\rho$ silicons each, $2\rho(N-3)$ rings fit. Cutting bridges only lengthens distances, so these remain rings. No other six-cycle can become one: a shortcut in the crystal would close a cycle shorter than six, whereas the shortest cycle of a network is itself a shortest-path ring. The mean is

$$\bar R_6=\frac{6\cdot2\rho(N-3)}{N\rho}=12\left(1-\frac3N\right).$$

With the thickness taken as $Na/4$, six layers, 1.08 nm, give 6.0; three layers, 0.54 nm, give zero. These values hold for the (001) cut only. With thickness again taken as the number of planes times their mean spacing, a (110) film gives 3.0 at 0.51 nm, 6.0 at 0.76 nm and 7.5 at 1.02 nm, and a (111) film of complete double layers gives 3.0 at 0.42 nm, 7.5 at 0.83 nm and 9.0 at 1.25 nm. For (001) the bulk value is approached slowly, with relative deficit $3/N$.

**Comparison with a real gate stack.** The silica interlayer under a high-k oxide is roughly 0.5 to 1 nm thick and amorphous. Thickness is the largest of the effects sized here for the ideal crystal, halving the count near 1 nm for a (001) film and lowering it less for the (110) and (111) cuts, but the film model is crystalline and leaves its cut surfaces open. A real interlayer is bonded on both sides, and its count depends on whether links into the substrate and the high-k oxide are included. Nor is the switched network a model of its geometry: the longest unrelaxed Si–Si link is 0.785 nm, against 0.312 nm in the crystal. The value 5.06 belongs to one random set of twelve switches; another set can give a different mean, and neither is a property of silica glass. In hafnia the edge rule itself fails. Linking all three cations around a three-coordinated oxygen would create a three-ring at every such oxygen, so another definition of edges is needed before ring sizes can be compared.

The full set of counts and lengths is in the numerical output.

## Computed values

```
cubic lattice constant (rough): 0.720 nm
Si-O cutoff: 0.200 nm
ideal straight-bridge Si-O length: 0.1559 nm
ideal Si-Si distance: 0.3118 nm
next Si-O distance, ideal: 0.3923 nm
silicon density: 2.143e+22 cm^-3
six-ring density: 4.287e+22 cm^-3
Rings through one silicon, ideal crystal
  2-Si cell, L=3..12: 0 0 0 12 0 0 0 0 0 0
  8-Si cell, L=3..10: 0 0 0 12 0 0 0 0
  64-Si cell, L=3..10: 0 0 0 12 0 0 0 0
  open cluster, exhaustive, L=3..10: 0 0 0 12 0 0 0 0
Merged images, rings through one silicon
  shortest wrapping path, 8-Si cell: 4 bridges
  8-Si cell, L=3..8: 0 18 0 0 0 0
  shortest wrapping path, 64-Si cell: 8 bridges
  64-Si cell, L=3..8: 0 0 0 12 0 114
Rings per 64-Si cell, L=3..10
  ideal: 0 0 0 128 0 0 0 0
  1 bond switch: 0 0 2 118 8 0 0 0
  12 bond switches: 0 2 12 54 50 13 2 3
  1 missing oxygen: 0 0 0 122 0 0 0 3
Network with 12 bond switches
  six-rings per Si: min 0, mean 5.062, max 12
  shortest wrapping path: 6 bridges
  true ring memberships, L=3..8: 0 8 60 324 350 104
  merged-image memberships, L=3..8: 0 8 60 390 1246 1144
  longest unrelaxed Si-Si link: 0.785 nm
Neglected effects
  real Si-O length (rough): 0.160 nm
  oxygen offset from axis: 0.0361 nm
  Si-O-Si angle after bending: 154.0 degrees
  next Si-O distance, bent: 0.3661 nm
  Si-O stiffness (rough): 400 N/m
  anneal temperature: 1273 K
  rms bond-length fluctuation: 0.0069 nm
  cutoff margin: 5.8 rms fluctuations
  six-rings lost per missing oxygen: 6
  vacancy density (rough): 1.0e+19 cm^-3
  loss of mean six-ring count: 0.0168 per Si
  film 3 layers, 0.54 nm: 0.000 six-rings per Si
  film 4 layers, 0.72 nm: 3.000 six-rings per Si
  film 5 layers, 0.90 nm: 4.800 six-rings per Si
  film 6 layers, 1.08 nm: 6.000 six-rings per Si
  film 7 layers, 1.26 nm: 6.857 six-rings per Si
```
